\section*{Maximum overlap as a saddle search: index counting and aufbau collapse}

\section{The decision}

A self-consistent calculation of an excited determinant needs a filling rule at every iteration. Aufbau filling occupies the lowest orbitals of the current Fock matrix. The maximum overlap method (MOM) occupies those that best span the previous occupied space. The choice decides whether a helium calculation started in opposite-spin 1s2s stays there or returns to 1s$^2$. It is also necessary to know when MOM itself will fail, and whether damping or a level shift can help. The analysis concerns the plain iteration, in which each step uses only the current Fock matrix. Extrapolation over earlier iterations, such as DIIS, changes the local convergence and is not bound by these results.

The answer depends on two integers. One counts occupied--empty pairs in which the empty orbital lies lower; the other counts directions in which the energy curves downward. Undamped MOM can attract every nearby determinant at a geometric rate only if the two agree.

\section{Setting and Hessian}

Let $E[P]$ be a smooth functional of the real spin density matrices $P_\sigma$, with fixed electron numbers and $F_\sigma=\partial E/\partial P_\sigma$. Orbitals are real and orthonormal, and energies are in hartree. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones. A pair $ia$ has one spin, so spin flips are excluded.

At a stationary determinant, choose orbitals that diagonalize $F$ within the occupied and empty spaces. A nearby determinant is spanned by
\begin{equation}
\tilde\phi_i=\phi_i+\sum_a z_{ia}\phi_a .
\end{equation}
For each spin let $Z$ be the matrix of $z_{ia}$. The overlap matrix of these orbitals is $1+ZZ^T$, with inverse $1-ZZ^T+O(z^4)$. The projector onto their span therefore changes by
\begin{align}
(\delta P)_{ia}&=z_{ia}+O(z^3),\\
(\delta P)_{ij}&=-(ZZ^T)_{ij}+O(z^4),\\
(\delta P)_{ab}&=(Z^TZ)_{ab}+O(z^4).
\end{align}
The first-order energy is $2\sum_{ia}z_{ia}F_{ai}$, since each pair enters $\delta P$ twice. Stationarity thus means $F_{ai}=0$.

Two terms remain at second order. The diagonal blocks of $\delta P$ contribute
\begin{equation}
\sum_{ia}z_{ia}^2(\varepsilon_a-\varepsilon_i)=z^TDz,
\end{equation}
where $D$ is the diagonal matrix of gaps. The response of $F$ to the first-order $\delta P$ is linear, $\delta F_{ai}=(Gz)_{ia}$, and $G$ is symmetric because it comes from a second derivative of $E$. It contributes
\begin{equation}
\tfrac12\mathrm{Tr}(\delta F\,\delta P)=z^TGz .
\end{equation}
The factor $\tfrac12$ belongs to the Taylor expansion, and the two off-diagonal blocks cancel it. Defining the Hessian by $E=E_0+\tfrac12z^THz+\cdots$ gives
\begin{equation}
H=2D+2G,\qquad G=\tfrac12H-D. \label{eq:G}
\end{equation}
The index of the stationary point is the number of negative eigenvalues of $H$. An inversion is a negative entry of $D$. I assume that neither matrix is singular. An open-shell atom with a freely rotating orientation violates this; the $s$-orbital states below do not.

\section{One MOM step}

Diagonalize the Fock matrix of the displaced determinant. First-order perturbation theory gives the orbital that continues $\phi_i$:
\begin{equation}
\phi_i'=\phi_i+\sum_a\phi_a\frac{\delta F_{ai}}{\varepsilon_i-\varepsilon_a}+\text{occupied mixing}.
\end{equation}
Occupied mixing leaves the determinant unchanged. For small $z$, the squared projection of a continued occupied orbital onto the old occupied space is $1-O(z^2)$, while that of an empty one is $O(z^2)$. Overlap selection therefore picks the continued occupied orbitals, wherever they lie in energy. Since the denominator is $-D$, equation \eqref{eq:G} gives
\begin{equation}
z'=-D^{-1}Gz=Mz,\qquad M=1-\tfrac12D^{-1}H. \label{eq:M}
\end{equation}

The energy gradient is $g=Hz$, so $z'=z-(2D)^{-1}g$. MOM is a quasi-Newton step with model Hessian $2D$. Where a gap is inverted the model curvature is negative and the step goes uphill, as a saddle search requires. If the Fock response vanishes, then $G=0$, $H=2D$ and $M=0$: the linear error disappears in one step. Otherwise the error shrinks if the spectral radius of $M$, the largest modulus of its eigenvalues, is below one.

\section{Which saddles can be reached}

Join the model to the true Hessian by
\begin{equation}
H_t=2D+t(H-2D)=2D(1-tM),\qquad 0\le t\le1. \label{eq:path}
\end{equation}
The second form follows from $2DM=2D-H$. Every $H_t$ is symmetric, so its eigenvalues are real and continuous in $t$. Their signs can change only where $H_t$ is singular, which requires $M$ to have the real eigenvalue $1/t$.

If the spectral radius is below one, this cannot happen for $t\le1$. Then $H$ and $D$ have equally many negative eigenvalues:
\begin{equation}
\text{spectral radius}(M)<1\ \Longrightarrow\ \text{index}=\text{inversions}. \label{eq:theorem}
\end{equation}
The converse need not hold: with equal counts, a strong response can still give an eigenvalue below $-1$.

The argument says more when the counts differ. Some $H_t$ is then singular at $0<t<1$, the end points being excluded by assumption, so $M$ has a real eigenvalue $\mu>1$. Scaling the rotation step by $\eta>0$ replaces $\mu$ by
\begin{equation}
1-\eta(1-\mu)=1+\eta(\mu-1)>1. \label{eq:damp}
\end{equation}
Damping slows this escape but cannot prevent it. It can cure a real eigenvalue $\mu<-1$, for which the scaled factor has modulus below one when $\eta<2/(1-\mu)$.

\section{Hartree--Fock with one electron per spin}

For Hartree--Fock, write $(pq|rs)$ for the Coulomb repulsion between the real products $\phi_p\phi_q$ and $\phi_r\phi_s$. Consider opposite-spin 1s2s, with 1s in the first spin and 2s in the second. In a spin channel with occupied orbital $i$, the first-order density change gives a Coulomb response $2(ia|ib)$ and an exchange response $-(ia|ib)-(ii|ab)$. Their sum is $-W_{ab}$, where
\begin{equation}
W_{ab}=(ii|ab)-(ia|ib).
\end{equation}
The same-spin Hessian block is therefore
\begin{equation}
H_{\sigma\sigma}=2(D_\sigma-W_\sigma). \label{eq:block}
\end{equation}
Between spins there is only the Coulomb response $2(ia|jb)$, so that block is $B_{ia,jb}=4(ia|jb)$.

To see the sign of $W$, take any real vector $v$ and let $u=\sum_av_a\phi_a$. Then
\begin{equation}
v^TWv=\frac12\iint\frac{[\phi_i(1)u(2)-u(1)\phi_i(2)]^2}{r_{12}}\,d1\,d2\ge0.
\end{equation}
Expanding the square gives two equal direct terms and two equal exchange terms, which reproduce the definition. Hence $H_{\sigma\sigma}\le2D_\sigma$ as quadratic forms. On the space spanned by all inverted pairs of one spin, $H_{\sigma\sigma}$ is negative. In the example only the second spin has an inversion, so the full Hessian is negative on a space of at least that dimension:
\begin{equation}
\text{index}\ge\text{inversions}. \label{eq:bound}
\end{equation}
This inequality uses exact exchange and is not claimed for approximate density functionals. Equations \eqref{eq:M}--\eqref{eq:damp} do apply to any smooth $E[P]$.

The block has a direct physical reading. Let $J_o$ be the Coulomb potential of the other electron. The Fock operator is $h+J_o+J_i-K_i$, and $W$ is the matrix of $J_i-K_i$ among empty orbitals. Thus $D-W$ contains the levels of $h+J_o$ measured from $\varepsilon_i$. The term $J_i-K_i$ vanishes on $\phi_i$ but raises empty orbitals, which feel the very electron that would have to move into them. Fock gaps therefore understate how far downhill the vacant 1s-like level lies.

The first electron occupies the lowest level of its field, so its block $A$ is positive if that level is nondegenerate. Let $C$ be the second electron's block and let $x,y$ be the two rotations. Completing the square gives
\begin{align}
&x^TAx+2x^TBy+y^TCy\nonumber\\
&=(x+A^{-1}By)^TA(x+A^{-1}By)\nonumber\\
&\quad+y^T(C-B^TA^{-1}B)y .
\end{align}
The index is the number of negative eigenvalues of $C-B^TA^{-1}B$. Relaxation of the 1s electron can add downhill directions to those of $C$ but cannot remove any. At least one exists, from 2s to the vacant 1s-like orbital. Whether there are more must be computed.

\section{When aufbau collapses}

Aufbau keeps a stationary determinant if, for each spin, every occupied level lies below every empty one. An inversion makes it replace an occupied orbital by an orthogonal one at the first step. This is a finite jump, not the growth of a small error. Where the iteration goes afterwards is a separate question; for the helium start used here it reaches the ground state.

A level shift seems to offer a way out. Replace $F$ by $F+b(1-P)$, where $P$ is the current density matrix. At the stationary point all empty levels rise by $b$, so aufbau keeps the determinant when
\begin{equation}
b>b_*=\max_{ia}(\varepsilon_i-\varepsilon_a). \label{eq:threshold}
\end{equation}
Away from that point, $1-P$ has the off-diagonal element $-z_{ia}$. The Fock response becomes $(G-b)z$ and the gaps become $D+b$, so
\begin{align}
z'&=-(D+b)^{-1}(\tfrac12H-D-b)z\nonumber\\
&=\left[1-\tfrac12(D+b)^{-1}H\right]z\equiv M_bz. \label{eq:shift}
\end{align}
Above threshold $D+b$ is positive. The matrix $(D+b)^{-1}H$ is then similar to $(D+b)^{-1/2}H(D+b)^{-1/2}$, which has as many negative eigenvalues as $H$. Each gives $M_b$ an eigenvalue above one. At a saddle, where $H$ has a negative eigenvalue, the shift removes the jump but leaves the plain iteration unstable. For large $b$, $M_b\simeq1-H/(2b)$, which is gradient descent with a short step: the escape slows down but does not stop.

\section{Implementation}

In a nonorthogonal basis with overlap matrix $S$, the scheme for each spin with $n$ electrons is:
\begin{verbatim}
C = initial occupied orbitals
repeat:
    build F from the densities of both spins
    solve F V = S V e
    for every column k of V:
        score[k] = sum_i (C[:,i]^T S V[:,k])^2
    C_new = n columns with largest scores
    test occupied-empty block of F, in old C
    C = C_new
after convergence:
    count negative gaps e[a] - e[i]
    find the negative eigenvalues of H
    compare the two counts
\end{verbatim}
All spins are updated from the same old densities. Equation \eqref{eq:M} describes this simultaneous update.

For $N$ basis functions, dense diagonalization costs $O(N^3)$ and scoring $O(nN^2)$, once $SC$ has been formed. With stored four-index integrals, contracting them with the density matrix to form the Fock matrix costs $O(N^4)$. MOM thus adds little to an ordinary iteration.

A full Hessian has dimension $n(N-n)$ summed over spins, and its diagonalization scales as the cube of that dimension. For large systems an iterative eigensolver needs only products
\begin{equation}
Hz=2Dz+2Gz .
\end{equation}
The term $Gz$ is the occupied--empty block of the Fock response to the first-order density change. Each product costs about one response build, and no Hessian is stored. The trial vectors must include all symmetries of interest.

\section{Helium 1s2s}

The example is a Hartree--Fock helium atom in a finite Gaussian basis of $s$, $p$ and $d$ functions. Electron correlation and relativity are left out. The basis is not complete: larger even-tempered sets lower the total energies by $4$--$6\times10^{-5}$ hartree (to $-2.8617$ for the ground state and $-2.1532$ for opposite-spin 1s2s), and move the spherical radius below from 0.533 to 0.534 and the diagonal element $-0.539$ to $-0.540$. The counts and the excitation energy do not change. The numerical output is printed after the text.

The opposite-spin determinant is not the pure 1s2s singlet. Let $s$ be the overlap of its two spatial orbitals. The antisymmetric part of their product has weight $(1-s^2)/2$ and is a triplet with $\langle S^2\rangle=2$, in units of $\hbar^2$, so the determinant has $\langle S^2\rangle=1-s^2$. The computed value 0.988 gives a triplet weight of 0.494. The excitation energy,
\begin{equation}
-2.1531-(-2.8616)=0.7085\ \text{hartree}=19.28\ \text{eV},
\end{equation}
therefore belongs to a spin mixture and is not a singlet excitation energy.

Both filling rules start from the 1s orbital of He$^+$ and a 2s orbital computed in its field, at $-2.15301$ hartree. After one step MOM gives $-2.15311$ and aufbau $-2.82331$. After twenty steps they give $-2.15311$ and $-2.86161$, the latter being the ground-state energy. MOM lowers the energy slightly on its way to a saddle. There is no contradiction: near the saddle $E-E_0=\frac12z^THz$ can have either sign, and this start lies on the high side. A falling energy does not show that the limit is a minimum.

In the second spin channel the occupied 2s level is at $-0.1533$ and the vacant 1s-like level at $-0.5892$ hartree. This is the only inversion:
\begin{equation}
D_{2s\to1s}=-0.5892+0.1533=-0.4359 .
\end{equation}
The corresponding element of $W$ is $0.2352$, so the diagonal element of $D-W$ is $-0.6710$. The lowest eigenvalue of $D-W$ is $-0.6711$, slightly lower because $W$ also couples empty orbitals. Doubling it gives the lowest same-spin Hessian eigenvalue, $-1.3421$. Coupling to the 1s electron lowers this to $-1.3526$ hartree.

That is the only negative eigenvalue in the full $s$, $p$, $d$ basis. Within the $s$ space a Hessian built from energy differences alone gives the same count and a lowest eigenvalue of $-1.3526$. Opposite-spin 1s2s is thus an index-one saddle for the rotations considered.

The spectral radius of $M$ is 0.533 for spherical rotations and 0.849 in the full basis. The number of steps needed to reduce an error tenfold is
\begin{equation}
\frac{\ln10}{-\ln0.533}\simeq3.7,\qquad
\frac{\ln10}{-\ln0.849}\simeq14 .
\end{equation}
The slowest mode is therefore nonspherical, and a spherical start does not excite it in exact arithmetic. Quick convergence from such a start says little about robustness to a distorted one.

The diagonal element of $M$ for a pair is $1-(D-W)/D=W/D$. For the inverted pair it is $0.23515/(-0.43588)=-0.539$, which taken alone would mean overshoot with alternating sign. Its modulus exceeds the spherical radius, so it is not an eigenvalue. The slowest spherical eigenvalue is $+0.533$; the output does not identify its mode, and pairs with positive gaps have $W/D\ge0$. A rate must be taken from the spectrum of the whole matrix $M$, not from the inverted pair.

\subsection{The shifted calculation}

Equation \eqref{eq:threshold} gives $b_*=0.436$ hartree. With a shift 0.05 hartree below this, one aufbau step from the saddle gives a second-spin orbital with zero overlap with 2s, to the printed accuracy. With a shift 0.05 above, the overlap is one.

Now take $b=1$ hartree. The inverted direction alone suggests the growth factor
\begin{equation}
1+\frac{0.6711}{1-0.4359}=2.190 .
\end{equation}
The largest eigenvalue of $M_b$ in the $s$ space is 2.193, and actual iterations give the same factor. From an initial rotation of norm $10^{-6}$, linear growth would reach unit size after
\begin{equation}
\frac{\ln10^6}{\ln2.193}\simeq17.6
\end{equation}
steps. The energy passes halfway to the ground state at step 19 (step 18 for the opposite sign of the initial rotation), and the iteration ends at $-2.8616$ hartree. A run stopped early could mistake this slow departure for convergence. This is the behaviour of the plain iteration. With DIIS the outcome depends on the order of operations: for this state, extrapolating the shifted Fock matrices converges to the saddle, while adding the shift after the extrapolation still collapses.

\subsection{A state that aufbau can hold}

Put both electrons in the same spin channel. Now 1s and 2s are the two lowest orbitals of that channel, and the total energy is $-2.1742$ hartree. There are no inversions, and the Hessian has index zero. The unshifted spectral radius is 0.798, so aufbau and MOM have the same convergent local map. This triplet is an excited state of helium but a local minimum at fixed spin occupations. It does not collapse because 1s$^2$ has different spin occupations. Spin-flip rotations, excluded here, could open another way down.

\section{Failure at 1s3s}

Opposite-spin 1s3s shows why the plain MOM iteration, without extrapolation, is not a search for arbitrary saddles. Its determinant was found by alternately diagonalizing $h+J_o$ for the two electrons within the $s$ space. In the full basis it has two inversions but index five, so equation \eqref{eq:theorem} excludes a spectral radius below one. The computed radius is about 59; larger bases give about 58.

Spherical symmetry locates the mismatch. Levels come in multiplets of $2l+1$. Two inversions cannot include a threefold $p$ or fivefold $d$ multiplet, so both are of $s$ type. The $s$-only index is also two. The other three negative directions must form one $p$ multiplet, because a $d$ multiplet would add five. In the $p$ space all gaps are positive while the Hessian has negative eigenvalues, so $M$ has a real eigenvalue above one there.

The mode is 3s$\to$2p. The 2p level of $h+J_o$ lies at $-0.126$ hartree, below 3s at $-0.063$, but $J_i-K_i$ lifts the lowest empty $p$ level of the Fock operator to $-0.035$. The resulting eigenvalue of $M$ is about $3.1$. The radius of 59 has another source: it is an eigenvalue near $-59$ in the $s$ space, where the second inverted gap is only $-0.0015$ hartree and $D^{-1}$ is large. The instability itself follows from the counts.

A spherical start hides the $p$ instability, because a spherical Fock matrix does not mix $s$ and $p$ orbitals. A small $p$ admixture, from a distorted guess or an external field, exposes it. Nor does hiding it give convergence: the $s$-only counts agree, but the eigenvalue near $-59$ makes a spherical start overshoot, and plain MOM from such a start ends at 1s2s. Index checks confined to the symmetry of the starting orbitals are therefore incomplete.

\section{Diagnosis and remedies}

If the occupation changes abruptly, inspect the overlap scores. A poor start can lie outside the region where equation \eqref{eq:M} holds, and the orbitals selected may then not continue the intended ones. A better guess or shorter rotations may help.

If the scores stay near one but the error grows, compare index and inversions. When they agree, the growth may come from overshooting. Damping can cure it if every eigenvalue of $M$ with modulus above one is real and below $-1$; equal counts alone do not guarantee this. When they differ, equation \eqref{eq:damp} rules out damping by a constant factor.

An ordinary level shift can also harm MOM. In 1s2s a shift of 0.3 hartree would change the inverted gap from $-0.436$ to $-0.136$. The one-direction estimate of the error factor becomes
\begin{equation}
1-\frac{-0.671}{-0.136}\simeq-3.9,
\end{equation}
compared with $-0.54$ without the shift. The shift brings the model curvature towards zero where a definite negative value is needed.

For a saddle with unequal counts, use a method whose local convergence does not depend on the signs in $D$. DIIS is the first thing to try. It combines earlier iterates to cancel the residual, so it does not need a spectral radius below one, although its convergence is not guaranteed. MOM with DIIS does converge to the 1s3s saddle from slightly distorted starts. A Newton step solves $H\,\delta z=-g$. Since $g=Hz$ near the point, $\delta z=-z$ and the linear error vanishes for any index. Alternatively, minimize the squared gradient,
\begin{equation}
|g|^2=z^TH^2z .
\end{equation}
With $H$ nonsingular this has a strict local minimum at the saddle. The price is a squared condition number, hence slow progress along soft directions. Both methods can also find an unintended stationary point from a distant start, so the final orbitals and index still need to be checked.

\section*{Table of computed values}
\begin{verbatim}
Basis: 14 s, 8 p, 4 d shells; 58 functions
Smallest exponents s, p, d: 0.004, 0.006, 0.010 bohr^-2; ratio 2.5
Ground energy, this program: -2.861614 hartree
Ground energy, separate solver: -2.861614 hartree
1s2s opposite-spin energy: -2.153114 hartree
1s2s triplet energy: -2.174196 hartree
Opposite-spin excitation: 0.708499 hartree = 19.279 eV
Opposite-spin <S^2>: 0.98783 (hbar^2)
1s2s virial ratio -V/T: 2.000072
Iteration: MOM energy, aufbau energy (hartree), same start
   0: -2.153008, -2.153008
   1: -2.153108, -2.823307
   2: -2.153114, -2.855694
   3: -2.153114, -2.860143
   5: -2.153114, -2.861516
  10: -2.153114, -2.861613
  20: -2.153114, -2.861614
Second-spin occupied 2s energy: -0.153271 hartree
Second-spin empty 1s energy: -0.589150 hartree
Inverted Fock gap: -0.435879 hartree
J-K for that pair: 0.235150 hartree
Self-interaction-free gap: -0.671055 hartree
Lowest same-spin Hessian eigenvalue: -1.342110 hartree
Lowest two full s Hessian eigenvalues: -1.352608, 0.179653 hartree
Same two from energy differences: -1.352602, 0.179652 hartree
State: energy (hartree); inversions; index; s-only index; radius of M
  1s1s opposite spin: -2.861614; 0; 0; 0; 0.5075
  1s2s opposite spin: -2.153114; 1; 1; 1; 0.8485
  1s2s triplet: -2.174196; 0; 0; 0; 0.7983
  1s3s opposite spin: -2.063229; 2; 5; 2; 58.9344
State: lowest H, smallest positive H, lowest gap D (hartree)
  1s1s opposite spin: 1.342040, 1.342040, 0.923169
  1s2s opposite spin: -1.352608, 0.053095, -0.435879
  1s2s triplet: 0.083477, 0.083477, 0.180898
  1s3s opposite spin: -1.519240, 0.014641, -0.649863
MOM slowest s eigenvalue: 0.53347; measured size: 0.53347
Aufbau shift threshold: 0.435879 hartree
2s overlap after step, shift 0.05 hartree below: 0.000000; above: 1.000000
Test shift: 1.000 hartree; initial rotation norm: 1.0e-06
Error growth per step, predicted: 2.19345; measured: 2.19345
Step at which energy passes halfway to ground: 19
Final shifted-aufbau energy: -2.861614 hartree
\end{verbatim}
